\section*{Shape and the Polar-Phonon Resonance of a Small Ellipsoid}

\section{Result}

A small ellipsoid of a polar dielectric stands in vacuum and vibrates with uniform polarisation along one of its principal axes. Let $N$ be the depolarisation factor of that axis. If the material has a single polar oscillator, the resonance lies at
\begin{equation}
\omega_N^2=\omega_T^2\,\frac{1+N(\epsilon_0-1)}{1+N(\epsilon_\infty-1)} .
\label{main}
\end{equation}
Here $\omega_T$ is the transverse phonon frequency, and $\epsilon_0$ and $\epsilon_\infty$ are the relative permittivities far below and far above it. As $N$ goes from 0 to 1, $\omega_N$ rises continuously from $\omega_T$ to the longitudinal frequency $\omega_L=\omega_T\sqrt{\epsilon_0/\epsilon_\infty}$.

The two ends are limits of shape: an endless needle polarised along its length ($N=0$) and an endless plate polarised across its thickness ($N=1$). A finite ellipsoid lies strictly between them.

\section{Assumptions and conventions}

The material is isotropic or cubic, and its response is local: the polarisation at a point depends on the field at that point. Every axis of the body is much shorter than the wavelength of light at the resonance, so the field follows from a potential, $\mathbf E=-\nabla\phi$. We take $\epsilon_0>\epsilon_\infty\ge1$.

SI fields are used, with $\epsilon_v$ for the vacuum permittivity, and oscillating quantities vary as $e^{-i\omega t}$. In the numerical example $\omega$, $\gamma$ and $\omega_T$ are quoted as wavenumbers. This divides every frequency by the same constant and leaves the formulas unchanged.

The ionic part $P_i$ of the polarisation is a damped oscillator driven by the field inside the material. The electronic part $P_e$ follows the field at once:
\begin{align}
\ddot P_i+\gamma\dot P_i+\omega_T^2P_i&=\epsilon_vS\,E,\label{ion}\\
P_e&=\epsilon_v\chi E,\qquad \chi=\epsilon_\infty-1 .\label{el}
\end{align}
For an oscillating field the first line gives $P_i=\epsilon_vSE/(\omega_T^2-\omega^2-i\gamma\omega)$. Since $P_i+P_e=\epsilon_v(\epsilon-1)E$,
\begin{equation}
\epsilon(\omega)=\epsilon_\infty+\frac{S}{\omega_T^2-\omega^2-i\gamma\omega}.
\label{eps}
\end{equation}
Setting $\omega=0$ must return $\epsilon_0$, which fixes $S=\omega_T^2(\epsilon_0-\epsilon_\infty)$.

\section{The field inside a polarised ellipsoid}

Let the semi-axes be $a_1,a_2,a_3$ and let the polarisation $P$ be uniform and point along $x_1$. We need the field that this polarisation itself produces.

\subsection{A coordinate that fits the surface}

Outside the body define $\xi\ge0$ by
\begin{equation}
\sum_i\frac{x_i^2}{a_i^2+\xi}=1 ,
\end{equation}
so that $\xi=0$ is the surface. Write
\[
G=\sum_i\frac{x_i^2}{(a_i^2+\xi)^2},\quad
H=\sum_i\frac{x_i^2}{(a_i^2+\xi)^3},\quad
\Sigma=\sum_i\frac1{a_i^2+\xi}.
\]
Differentiating the definition with respect to $x_i$ gives
\begin{equation}
G\,\partial_i\xi=\frac{2x_i}{a_i^2+\xi},\qquad |\nabla\xi|^2=\frac{4G}{G^2}=\frac4G .
\label{grad}
\end{equation}
Now take the divergence of the first relation. Its right side depends on $x_i$ both directly and through $\xi$:
\[
G\nabla^2\xi+\nabla G\cdot\nabla\xi
=2\Sigma-\sum_i\frac{2x_i\,\partial_i\xi}{(a_i^2+\xi)^2}
=2\Sigma-\frac{4H}{G}.
\]
In the same way $\nabla G\cdot\nabla\xi=4H/G-2H|\nabla\xi|^2=-4H/G$. The terms in $H$ cancel, leaving $\nabla^2\xi=2\Sigma/G$.

\subsection{Solving Laplace's equation}

Try $\phi=x_1A(\xi)$ outside. Then
\begin{align*}
\nabla^2\phi&=2A'\partial_1\xi+x_1\left(A''|\nabla\xi|^2+A'\nabla^2\xi\right)\\
&=\frac{4x_1}{G}\left[A''+\frac{A'}{a_1^2+\xi}+\frac{\Sigma}{2}A'\right].
\end{align*}
The bracket contains $\xi$ alone, so the trial form works. With $R(\xi)=\sqrt{\prod_i(a_i^2+\xi)}$ we have $R'/R=\Sigma/2$, and the bracket vanishes if
\[
A'=-\frac{C}{(a_1^2+\xi)R(\xi)},\qquad
A=C\int_\xi^\infty\frac{ds}{(a_1^2+s)R(s)} .
\]
Far away $\xi\approx r^2$ and $A\propto r^{-3}$, so $\phi=x_1A$ falls as $r^{-2}$, which is the decay of a dipole potential.

Inside, take $\phi=x_1A(0)$. This satisfies Laplace's equation and joins the outer potential continuously at the surface.

\subsection{Fixing the constant}

The normal component of $\epsilon_v\mathbf E+\mathbf P$ is continuous, so with $\mathbf n$ the outward normal
\[
\epsilon_v\left(\partial_n\phi_{\rm in}-\partial_n\phi_{\rm out}\right)=Pn_1 .
\]
The two slopes differ by the term in which $A$ itself is differentiated:
\[
\partial_n\phi_{\rm in}-\partial_n\phi_{\rm out}
=-x_1A'(0)|\nabla\xi|
=\frac{C}{a_1a_2a_3}\,\frac{2x_1}{a_1^2\sqrt G}.
\]
By (\ref{grad}), $n_1=\partial_1\xi/|\nabla\xi|=x_1/(a_1^2\sqrt G)$. The factor $n_1$ therefore cancels at every point of the surface, and $C=Pa_1a_2a_3/(2\epsilon_v)$. The inner field is uniform:
\begin{equation}
E_1=-\frac{N_1P}{\epsilon_v},\qquad
N_1=\frac{a_1a_2a_3}{2}\int_0^\infty\frac{ds}{(a_1^2+s)R(s)} .
\label{N}
\end{equation}
The minus sign says that the surface charges oppose the polarisation that creates them.

As a numerical check, the field of the surface charge was summed directly for semi-axes in the ratio $3:2:1.5$, at the centre and at two other inner points. The largest departure from (\ref{N}) was $10^{-14}$ in units of $P/\epsilon_v$.

\section{Which values of $N$ occur}

Adding the factors of the three axes produces a total derivative, because $d(1/R)/ds=-\Sigma(s)/(2R)$:
\begin{equation}
\sum_iN_i=-a_1a_2a_3\int_0^\infty\frac{d}{ds}\frac1R\,ds
=\frac{a_1a_2a_3}{R(0)}=1 .
\label{sum}
\end{equation}
Each factor is positive, so each lies between 0 and 1. One body has three uniform modes, one per axis, and raising one factor must lower the sum of the other two.

To see that the whole range is available, take a spheroid with semi-axis $c$ along its symmetry axis and $b$ across it. Polarise it along the symmetry axis and let $p=c/b$. In (\ref{N}) substitute $s=c^2(1/u^2-1)$, for which
\[
s+c^2=\frac{c^2}{u^2},\quad ds=-\frac{2c^2}{u^3}du,\quad
s+b^2=\frac{b^2u^2+c^2(1-u^2)}{u^2}.
\]
The powers of $c$ cancel and
\begin{equation}
N(p)=\int_0^1\frac{u^2\,du}{u^2+p^2(1-u^2)} .
\label{Np}
\end{equation}
The integrand lies between 0 and 1 and falls as $p$ grows, so $N$ is a continuous, decreasing function of $p$. For $p\to0$ the integrand tends to 1 and $N\to1$. For $p\to\infty$ it tends to 0 at every $u<1$ and $N\to0$. For the sphere, $p=1$, it equals $u^2$ and $N=1/3$. Every value between 0 and 1 thus belongs to some spheroid.

The approach to the plate limit is slow. From (\ref{Np}), with $u=pv$,
\begin{equation}
1-N=p\int_0^{1/p}\frac{1-p^2v^2}{v^2+1-p^2v^2}\,dv\;\approx\;\frac{\pi p}{2}\qquad(p\ll1).
\label{thin}
\end{equation}
The deficit is of first order in the thickness ratio.

\section{The resonance}

Apply a uniform external field $E_{\rm ext}$ along the chosen axis. The total inner field is
\[
E=E_{\rm ext}-\frac N{\epsilon_v}(P_i+P_e)
=E_{\rm ext}-\frac{N}{\epsilon_v}P_i-N\chi E .
\]
It is uniform if the polarisation is uniform, and a uniform field in turn drives a uniform polarisation, so the assumption is consistent. Solving for $E$,
\begin{equation}
E=\frac{E_{\rm ext}-NP_i/\epsilon_v}{1+N\chi}.
\label{Ein}
\end{equation}
Insert this in (\ref{ion}) and move the term in $P_i$ to the left:
\begin{equation}
\ddot P_i+\gamma\dot P_i+\left[\omega_T^2+\frac{NS}{1+N\chi}\right]P_i
=\frac{\epsilon_vS}{1+N\chi}E_{\rm ext}.
\label{motion}
\end{equation}
The square bracket is $\omega_N^2$. With $S=\omega_T^2(\epsilon_0-\epsilon_\infty)$ it becomes
\[
\omega_N^2=\omega_T^2\,\frac{1+N(\epsilon_\infty-1)+N(\epsilon_0-\epsilon_\infty)}{1+N(\epsilon_\infty-1)},
\]
which is (\ref{main}).

The bracket also shows the mechanism. Displaced ions leave charge on the surface, the field of that charge pulls them back, and this adds $NS$ to the spring constant. The electrons screen part of the field, which divides the addition by $1+N\chi$.

\subsection{Monotonic rise}

Differentiating the bracket with respect to $N$ gives
\begin{equation}
\frac{d\omega_N^2}{dN}=S\,\frac{(1+N\chi)-N\chi}{(1+N\chi)^2}
=\frac{S}{(1+N\chi)^2}\equiv S_N>0 .
\label{slope}
\end{equation}
The frequency rises strictly with $N$. If $\epsilon_\infty>1$ the slope decreases with $N$, so $\omega_N^2$ climbs fastest near the needle end. If $\epsilon_0=\epsilon_\infty$, then $S=0$: the vibration carries no dipole and shape has no effect on it.

\subsection{The two ends}

At $N=0$ no depolarising field acts, and (\ref{motion}) returns $\omega_T$. In the bulk this is the frequency of a transverse wave much shorter than the wavelength of light. Its electric field must be curl-free, hence parallel to the wavevector, while its polarisation is perpendicular to it. The field is therefore zero.

At $N=1$ equation (\ref{main}) gives $\omega_T^2\epsilon_0/\epsilon_\infty$. For a longitudinal bulk wave, field and wavevector are parallel, and $\nabla\cdot(\epsilon\mathbf E)=0$ then requires $\epsilon=0$. Without damping, (\ref{eps}) vanishes when
\[
\omega^2=\omega_T^2+\frac{S}{\epsilon_\infty}=\omega_T^2\frac{\epsilon_0}{\epsilon_\infty}=\omega_L^2 ,
\]
the same value. In the plate the surfaces supply the field that the wave supplies in the bulk.

Between the ends, a free undamped mode needs $E=-NP/\epsilon_v=-N(\epsilon-1)E$ with $E\ne0$, so
\begin{equation}
\epsilon(\omega_N)=1-\frac1N .
\label{cond}
\end{equation}
The required permittivity runs from $-\infty$ for the needle through $-2$ for the sphere to 0 for the plate.

\section{What is seen in absorption}

\subsection{Polarisability}

The total polarisation is $P=P_i+\epsilon_v\chi E$. With (\ref{Ein}) it becomes
\[
P=\frac{P_i+\epsilon_v\chi E_{\rm ext}}{1+N\chi}.
\]
Taking $P_i$ from (\ref{motion}), the response $\alpha=P/(\epsilon_vE_{\rm ext})$ is
\begin{equation}
\alpha=\frac{\chi}{1+N\chi}+\frac{S_N}{\omega_N^2-\omega^2-i\gamma\omega}.
\label{alpha}
\end{equation}
The oscillator strength $S_N$ is the slope found in (\ref{slope}): where $\omega_N^2$ rises fastest with $N$, the mode couples most strongly to the applied field.

\subsection{Peak, width and area}

The power absorbed per volume, averaged over a cycle, is $\frac12\epsilon_v|E_{\rm ext}|^2\,\omega\,{\rm Im}\,\alpha$. From (\ref{alpha}),
\begin{equation}
\omega\,{\rm Im}\,\alpha=\frac{S_N}{\gamma}\,\frac{1}{1+y^2/\gamma^2},\qquad
y=\omega-\frac{\omega_N^2}{\omega}.
\end{equation}
At fixed field amplitude the peak is at $y=0$, that is at $\omega=\omega_N$, whatever the value of $\gamma$. Half height is at $y=\pm\gamma$, or
\[
\omega=\pm\frac\gamma2+\sqrt{\omega_N^2+\frac{\gamma^2}4},
\]
so the full width is $\gamma$.

For the area, note that $y$ runs from $-\infty$ to $\infty$ and $d\omega=\frac12\left(1+y/\sqrt{y^2+4\omega_N^2}\right)dy$. The second term is odd and integrates to zero, leaving
\begin{equation}
\int_0^\infty\omega\,{\rm Im}\,\alpha\,d\omega
=\frac{S_N}{2}\int_{-\infty}^{\infty}\frac{\gamma\,dy}{y^2+\gamma^2}=\frac{\pi}{2}S_N .
\end{equation}
At $N=1$ this is $\pi S/(2\epsilon_\infty^2)$, which is not zero. A field across a thin plate does excite the mode at $\omega_L$.

Free ringing is slightly different. With $E_{\rm ext}=0$, (\ref{motion}) gives $\omega^2+i\gamma\omega-\omega_N^2=0$, so the body rings at $\sqrt{\omega_N^2-\gamma^2/4}$ if $\gamma<2\omega_N$.

\section{Worked example}

The parameters are rough, rounded values in the regime of magnesium oxide, a cubic oxide used as a tunnel barrier: $\omega_T=400$ cm$^{-1}$, $\epsilon_0=9.8$, $\epsilon_\infty=3.0$ and $\gamma=8$ cm$^{-1}$. The longitudinal frequency is
\[
\omega_L=400\sqrt{9.8/3.0}=723\ {\rm cm}^{-1}.
\]
For a sphere,
\[
\omega_{1/3}=400\sqrt{\frac{1+8.8/3}{1+2.0/3}}=400\sqrt{2.36}=614\ {\rm cm}^{-1}.
\]
The table lists spheroids polarised along the symmetry axis. All have the volume of a sphere of radius 10 nm.

\begin{center}
\begin{tabular}{cccccc}
$p$ & $N$ & $\epsilon(\omega_N)$ & cm$^{-1}$ & meV & $S_N/S$\\ \hline
10 & 0.020 & $-48.3$ & 426 & 52.8 & 0.92\\
3 & 0.109 & $-8.20$ & 507 & 62.9 & 0.67\\
1 & 0.333 & $-2.00$ & 614 & 76.2 & 0.36\\
1/3 & 0.635 & $-0.57$ & 681 & 84.5 & 0.19\\
1/10 & 0.861 & $-0.16$ & 710 & 88.0 & 0.14
\end{tabular}
\end{center}

The ends are $\omega_T=49.6$ meV and $\omega_L=89.6$ meV. The sphere has a third of the full depolarisation factor but has already covered $214/323$, about two thirds, of the frequency interval. This is the decreasing slope of (\ref{slope}), helped by the square root that leads from $\omega_N^2$ to $\omega_N$.

The flattest body is still 13 cm$^{-1}$ below $\omega_L$. This is more than the one-oscillator linewidth of 8 cm$^{-1}$, though less than the 20 cm$^{-1}$ found below once a second band is added. Its deficit $1-N=0.139$ compares with $\pi p/2=0.157$ from the leading-order estimate (\ref{thin}). By the sum rule its two equatorial modes share this deficit, $N=0.070$ each, and lie at 476 cm$^{-1}$. A dilute sample of such plates, oriented at random, would therefore show two lines, the one at 710 cm$^{-1}$ about one eleventh as high as the one at 476 cm$^{-1}$.

\section{How far the model carries}

\subsection{Small corrections}

Solving the full Maxwell problem for a sphere of radius 46 nm, the longest half-axis in the table, moves its resonance by $-0.03$ cm$^{-1}$. The bodies in the table fit inside such a sphere, and retardation shifts them less. A needle long enough to approach $N=0$ must still be short compared with the wavelength. For the sphere, an electronic resonance at 10 eV in place of an instantaneous response gives $-0.004$ cm$^{-1}$, and damping lowers the free ringing by 0.013 cm$^{-1}$.

Two further figures are estimates from rough inputs. The phonon branch bends with wavevector, which a local response ignores. If $\omega^2$ on the longitudinal branch falls by half across the zone, for layers 0.21 nm apart, a half-wave across 4.3 nm, the central thickness of the flattest body, lowers a mode near $\omega_L$ by about 1 cm$^{-1}$. This gives only the order of size. The mode at 710 cm$^{-1}$ lies inside the bent branch and mixes with shorter confined waves. In a slab with the same inputs, $N=0.861$ and $P_i=0$ at both faces, the peak moves by $-1.3$, $-4.6$ and $+1.2$ cm$^{-1}$ for thicknesses 4.3, 3.5 and 2.9 nm, and side peaks appear. Heating by 100 K, with linear expansion $1.1\times10^{-5}$ per K and Gr\"uneisen parameter 2.5, lowers $\omega_T$ by the fraction $3\times1.1\times10^{-5}\times2.5\times100=0.8\%$, or 3.3 cm$^{-1}$. With $S$ and $\epsilon_\infty$ held fixed, the sphere moves by only 2.1 cm$^{-1}$, because the electrical part of its spring is unchanged. The figure depends on that choice: it is 2.7 cm$^{-1}$ if $S$ falls in proportion to the density, and 5.1 cm$^{-1}$ if $\epsilon_0$ is held fixed instead of $S$.

\subsection{A second absorption band}

The one-oscillator form is a more serious limitation. Add to $\epsilon$ a weak two-phonon band at 640 cm$^{-1}$, with width 100 cm$^{-1}$ and static part 0.05, again rough values. The absorption peak of the sphere moves by $-6$ cm$^{-1}$ and that of the flattest body by $+11$ cm$^{-1}$. Their widths grow from 8 to 27 and 20 cm$^{-1}$.

The signs follow from (\ref{cond}). Below its centre the band adds a positive real part to $\epsilon$. Since $\epsilon$ rises with frequency between $\omega_T$ and $\omega_L$, the required value is then met at a lower frequency. Above the centre the added part is negative and the shift is upward. The extra width comes from the loss in the band.

\subsection{Surroundings and the real device}

Replacing the surrounding vacuum can have a larger effect than any of the corrections above. Put the sphere in a host of constant permittivity $\epsilon_h$. Potentials $Ar\cos\theta$ inside and $Br^{-2}\cos\theta$ outside, matched at $r=1$, require $A=B$ and $\epsilon A=-2\epsilon_hB$, hence $\epsilon=-2\epsilon_h$. With (\ref{eps}), undamped,
\[
\omega^2=\omega_T^2+\frac{S}{\epsilon_\infty+2\epsilon_h}.
\]
For $\epsilon_h=2$ and $S=1.088\times10^6$ cm$^{-2}$ this is 562 cm$^{-1}$, a shift of $-53$ cm$^{-1}$. The host screens the surface charge and softens the added spring.

A magnesium oxide tunnel barrier is a film roughly 1 nm thick between metal electrodes, thinner than any body in the table and not isolated. Its shape suggests $N$ near 1 and a resonance near 723 cm$^{-1}$. Yet if ideal electrodes touch the film and are joined by a conductor of negligible impedance at the mode frequency, the voltage across it is zero, the uniform inner field vanishes, and (\ref{ion}) puts the uniform mode at $\omega_T=400$ cm$^{-1}$. In this ideal limit the electrodes move the mode across the whole interval, by 323 cm$^{-1}$. In a real metal the field penetrates a short distance, so a voltage drops inside the electrodes and an equal and opposite one remains across the film. With the same ideal connection, this keeps the mode of so thin a film above $\omega_T$. A real connection also has inductance, which matters at these frequencies, 12 to 22 THz, and can place the modes outside the interval. As a lumped circuit, a 1 nm film of area 0.01 $\mu$m$^2$ with an effective screening length of 0.05 nm in each electrode has its mode at 494 cm$^{-1}$ when shorted, and modes at 363 and 922 cm$^{-1}$ when closed through 0.3 pH. Equation (\ref{main}) applies to separate particles in vacuum; for a contacted film the electrical boundary condition must be settled first.

\section*{Numbers as computed}
\begin{verbatim}
transverse wT = 400.0 cm^-1 = 49.59 meV
longitudinal wL = 722.96 cm^-1 = 89.64 meV
static e0 = 9.8, high-frequency einf = 3.0
damping gamma = 8.0 cm^-1
ionic strength S = 1.088e+06 cm^-2
equal-volume sphere radius = 10.0 nm
spheroids: p = symmetry half-axis / equatorial half-axis
p=10: half-axes 46.42 (symmetry), 4.64 nm
  N=0.0203, needed permittivity=-48.295
  mode = 425.69 cm^-1 = 52.78 meV
  S_N/S = 0.9235
p=3: half-axes 20.80 (symmetry), 6.93 nm
  N=0.1087, needed permittivity=-8.199
  mode = 507.10 cm^-1 = 62.87 meV
  S_N/S = 0.6747
p=1: half-axes 10.00 (symmetry), 10.00 nm
  N=0.3333, needed permittivity=-2.000
  mode = 614.49 cm^-1 = 76.19 meV
  S_N/S = 0.3600
p=0.3333: half-axes 4.81 (symmetry), 14.42 nm
  N=0.6354, needed permittivity=-0.574
  mode = 681.49 cm^-1 = 84.49 meV
  S_N/S = 0.1939
p=0.1: half-axes 2.15 (symmetry), 21.54 nm
  N=0.8608, needed permittivity=-0.162
  mode = 710.01 cm^-1 = 88.03 meV
  S_N/S = 0.1350
p=0.1 equatorial modes: N=0.0696, 475.89 cm^-1
S_N/S in the limit N=1: 0.1111
largest field-sum error (factor units) = 1.0e-14
retardation, sphere of radius 46.4 nm: -0.027 cm^-1
electronic resonance 10 eV, sphere: -0.0041 cm^-1
damping shift of free ringing, sphere: -0.0130 cm^-1
dispersion inputs: layer 0.21 nm, branch drop in w^2 0.5
dispersion estimate, 4.31 nm plate: -1.04 cm^-1
heating inputs: 100 K, expansion 1.1e-05 /K, Grueneisen 2.5
heating estimate: wT -3.30, sphere -2.14 cm^-1
two-phonon band: 640 cm^-1, width 100 cm^-1, static part 0.05
  sphere: peak shift -5.90, full width 27.04 cm^-1
  p=0.1 plate: peak shift 11.11, full width 20.49 cm^-1
host permittivity 2.0: sphere at 561.63 cm^-1, shift -52.86 cm^-1
\end{verbatim}
